# Why zero-point motion destroys ferroelectric order in shallow wells

## What goes wrong without the comparison

Take a crystal whose energy, plotted against a uniform polar displacement, has two minima separated by a barrier of 0.001 eV per cell. Classical statistics, applied in mean field to the model below, predicts ferroelectric order under 105 K. Quantum mechanics, applied to the same model in the same approximation, gives no order at any temperature.

A common-sense repair is to compare the barrier with the zero-point energy of an oscillator at the well bottom. This is not a reliable criterion either. With the parameters used below, for one component in mean field, order begins at a depth of 0.0028 eV, where that zero-point energy is 0.0108 eV. In the opposite direction, a cell without neighbours never orders, however deep its well. Three energies must be weighed together: well depth, oscillator energy and intercell coupling.

## The model and its three energies

Each cell has one polar coordinate $u_i$ with mass $M$. In atomic units, $\hbar=1$,

$$H=\sum_i\left[\frac{p_i^2}{2M}+v(u_i)\right]-\frac12\sum_{ij}J_{ij}u_iu_j ,\qquad J_{ii}=0,\quad J=\sum_jJ_{ij}>0 .$$

A uniform displacement costs, per cell,

$$V(u)=v(u)-\tfrac12Ju^2=-\tfrac12Au^2+\tfrac14bu^4,\qquad A,b>0 .$$

This is the double well seen when all cells move together. A single cell among unpolarised neighbours feels $v=V+\frac12Ju^2$, which is a double well only if $J<A$.

From $V'=0$ the minima are at $u_0^2=A/b$. The depth is $D=-V(u_0)=A^2/4b$. The curvature there is $-A+3bu_0^2=2A$, so the oscillator frequency is $\omega=\sqrt{2A/M}$.

Now set $x=u/u_0$. Since $Au_0^2=bu_0^4=4D$, we have $V=D(x^4-2x^2)$. Define $j=2J/A$; then $Ju_0^2=2jD$ and $\frac12Ju^2=jDx^2$. Finally $\omega^2=2A/M=8D/(Mu_0^2)$ gives $1/(2Mu_0^2)=\omega^2/16D$. The one-cell Hamiltonian is therefore

$$\frac{h}{D}=-\kappa^2\frac{d^2}{dx^2}+x^4+(j-2)x^2,\qquad \kappa=\frac{\omega}{4D}.$$

Two ratios remain: $D/\omega$, and $j$, which measures coupling against depth.

## When the cells order

In mean field the crystal is a product of identical cell states with $m=\langle u\rangle$. Its energy per cell is $\langle h\rangle-\frac12Jm^2$; minimising it puts each cell in a field $F=Jm$.

For small $F$, perturbation theory adds to the ground state the amplitudes $Fu_{n0}/(E_n-E_0)$. Hence

$$m=\chi_0F,\qquad \chi_0=2\sum_{n>0}\frac{|u_{n0}|^2}{E_n-E_0}.$$

These admixtures raise $\langle h\rangle$ by $F^2\sum|u_{n0}|^2/(E_n-E_0)=m^2/2\chi_0$. The total change is

$$\frac{m^2}{2}\left(\frac1{\chi_0}-J\right),$$

so the unpolarised state is unstable when $J\chi_0>1$.

The converse requires that $m/F$ fall as $F$ grows: then $J\chi_0<1$ gives $m<F/J$ at every field, and no self-consistent polarisation exists. In both example wells below, $m/F$ fell at each step of a scan over 60 fields up to $1.2Ju_0$.

Classically, as $T\to0$, a cell with $J>A$ has $\chi_0=1/(J-A)$ and $J\chi_0=J/(J-A)>1$. For $J\le A$ the susceptibility diverges. Every such crystal orders, so any loss of order at $T=0$ in this model is due to quantum motion.

## Strong coupling: spread against displacement

Let $J\gg A$. The cell potential $v$ is then a single, nearly harmonic well. Use a Gaussian state with mean $m$ and variance $s$. Because $\langle u^4\rangle=m^4+6m^2s+3s^2$, the part of the energy that depends on $m$ at fixed $s$ is

$$\tfrac12(-A+3bs)\,m^2+\tfrac14bm^4 .$$

The coupling has cancelled from the explicit coefficient. Zero-point motion contributes $+3bs$, because the fluctuating coordinate samples the stiff quartic walls. Order needs $A>3bs$, or $u_0^2>3s$.

Coupling returns through $s$. At $m=0$ the energy is

$$\frac1{8Ms}+\frac{J-A}{2}s+\frac{3b}{4}s^2 .$$

Setting its derivative to zero gives $s=1/(2\sqrt{MK})$ with $K=J-A+3bs$. Allowing $s$ to change with $m$ affects the energy only at order $m^4$, since $s$ is stationary. At threshold $A=3bs$, so $K=J$ and

$$u_0^2>\frac{3}{2\sqrt{MJ}}\quad\Longleftrightarrow\quad D>\frac{9b}{16MJ}.$$

The second form follows by putting $A=3b/(2\sqrt{MJ})$ into $A^2/4b$. For the third form, the scaled quantities give $\sqrt{MJ}=\sqrt j/(\kappa u_0^2)$, so the condition is $\kappa<2\sqrt j/3$, or

$$\frac D\omega>\frac{3}{8\sqrt j}.$$

This explains why $D>\omega/2$ is the wrong test. The frequency $\omega$ belongs to all cells moving together, but the spread that matters is that of one cell held by its neighbours. Stiff coupling narrows it.

The role of depth also follows. At fixed $b$, $J$ and $M$, $A\propto\sqrt D$ while the critical $A$ is constant. The term $A$, which favours order, grows with depth; the value it must exceed does not.

## Weak coupling: tunnelling against alignment

Let $j\to0$. Each cell now has its own double well, and zero-point motion acts by tunnelling. Measured from the well bottom, the potential is $D(1-x^2)^2$. Seek a state localised on the right,

$$\varphi=a(x)e^{-w(x)/\kappa},\qquad w=\int_x^1(1-s^2)\,ds,$$

with energy $\omega/2=2\kappa D$. In the Schrödinger equation the terms of order $\kappa^0$ cancel because $w'^2=(1-x^2)^2$. Those of order $\kappa$ give $2a'w'+aw''=2a$. With $w'=-(1-x^2)$ and $w''=2x$,

$$-2(1-x^2)a'=2(1-x)a\quad\Rightarrow\quad a=\frac{C}{1+x}.$$

Near $x=1$, $w\approx(1-x)^2$ and $a\approx C/2$. Normalisation requires $\frac{C^2}{4}\sqrt{\pi\kappa/2}=1$, so $C^2=4\sqrt{2/\pi\kappa}$. At the barrier top $w=2/3$, giving $\varphi(0)=Ce^{-2/3\kappa}$ and, to leading order, $\varphi'(0)=\varphi(0)/\kappa$.

The true states are close to $\psi_\pm=[\varphi(x)\pm\varphi(-x)]/\sqrt2$. Multiply the equation for $\varphi$ by $\psi_\pm$, that for $\psi_\pm$ by $\varphi$, subtract, and integrate from 0 to infinity:

$$\frac{E-E_\pm}{D}\int_0^\infty\varphi\psi_\pm\,dx=\kappa^2\left[\varphi'\psi_\pm-\varphi\psi_\pm'\right]_{x=0}.$$

The integral is close to $1/\sqrt2$. For the even state $\psi_+(0)=\sqrt2\varphi(0)$ and $\psi_+'(0)=0$; for the odd state $\psi_-(0)=0$ and $\psi_-'(0)=\sqrt2\varphi'(0)$. The levels shift by $\mp2\kappa^2D\varphi(0)\varphi'(0)$, and the splitting is

$$\Delta=4\kappa^2D\,\varphi(0)\varphi'(0)=16D\sqrt{\frac{2\kappa}{\pi}}\;e^{-4/3\kappa},\qquad \frac{4}{3\kappa}=\frac{16D}{3\omega}.$$

Since $u_{10}\approx u_0$, the doublet gives $\chi_0\approx2u_0^2/\Delta$. Order needs

$$2Ju_0^2>\Delta .$$

Depth now wins exponentially. Diagonalising the isolated well gives $\Delta/\omega=0.024$ at $D/\omega=1$ and $1.9\times10^{-4}$ at $D/\omega=2$. The formula exceeds these by 29% and 11% of the diagonalised values. It assumes $\kappa\ll1$, and the threshold also needs $j\ll\kappa$, so that coupling barely alters the cell's barrier. At $J=0$ the ground state is even and $m=0$: a small splitting does not produce order by itself.

## The two limits joined

Solving $J\chi_0=1$ numerically gives the least $D/\omega$ that orders in mean field:

| $j$ | threshold $D/\omega$ | $3/(8\sqrt j)$ |
|---|---|---|
| 0.0001 | 1.76 | 37.5 |
| 0.01 | 0.96 | 3.75 |
| 1 | 0.30 | 0.375 |
| 10 | 0.114 | 0.119 |
| 100 | 0.0373 | 0.0375 |

At $j=0.0001$ the tunnelling formula also gives 1.76. This is closer than its error in $\Delta$ suggests: the formula overestimates $\Delta$, but replacing $u_{10}$ by $u_0$ overestimates the dipole element, and the two errors act in opposite directions on $\chi_0$. "Shallow" thus has no meaning until the coupling is stated.

## Two wells weighed

Use $M=24$ u, the reduced mass of Ti against three O, with $b=160$ eV/Å⁴ and $J=5$ eV/Å². Only the depth differs: 0.001 eV or 0.020 eV.

For the shallow well, $A=\sqrt{4\times160\times0.001}=0.80$ eV/Å², $u_0=\sqrt{0.80/160}=0.071$ Å and $j=10/0.80=12.5$. For the deep well the same steps give $A=3.58$ eV/Å², $u_0=0.150$ Å and $j=2.8$. In both, $J>A$: one cell has a single well, and the double well is collective. The strong-coupling picture is the relevant one.

The Gaussian variance at threshold is $s=0.00295$ Å², so the minimum must lie beyond $\sqrt{3s}=0.094$ Å. The shallow well fails and the deep one passes. The full mean-field values agree: $J\chi_0=0.91$ and $1.63$. The critical depth is 0.0028 eV, against 0.0031 eV from the Gaussian formula.

Each contribution can be changed alone in the shallow well:

- **Inertia.** With $V$ and $J$ fixed, multiplying the mass by 3 restores order; the threshold factor is 2.94.
- **Coupling.** With $V$ and $M$ fixed, order returns when $J$ exceeds 15.3 eV/Å². Fixed $V$ means that $v$ stiffens as $J$ rises; the gain comes from narrower fluctuations.
- **Statistics.** With all parameters fixed, classical motion gives a transition at 105 K and quantum motion gives none.

In the deep well $\omega/2=0.018$ eV is close to $D$, yet with one component the quantum correction is modest. The transition falls from 559 K to 532 K. The displacement at $T=0$ is 0.127 Å instead of 0.150 Å. With a rough effective charge of $7e$ and a cell edge of 4 Å, the polarisation is $7e\times0.127\ \text{Å}/(4\ \text{Å})^3=22$ μC/cm², against 26 without zero-point motion.

## What mean field leaves out

**Correlated neighbours.** For nearest-neighbour coupling on a cubic lattice, the mode stiffness at the Gaussian threshold is $J(1-\gamma_q)$, where $\gamma_q$ is the mean of the three cosines. Soft long waves raise $s$ by the average of $(1-\gamma_q)^{-1/2}$, which is 1.115. Since the critical $A$ is proportional to $s$ and $D\propto A^2$, the critical depth rises by a factor 1.24. Treating just one pair of neighbours exactly captures little of this: 0.0029 eV.

**Three components.** In an isotropic well $\frac14b|\mathbf u|^4$, transverse fluctuations also stiffen the polar direction. The average of $|\mathbf m+\boldsymbol\delta|^4$ contains $10m^2s$ instead of $6m^2s$, so $3bs$ becomes $5bs$. The Gaussian critical depth grows by $(5/3)^2=2.8$. The numerical mean-field value is 0.0079 eV; multiplied by the lattice factor, it is about 0.010 eV. The deep well is then more strongly affected: in mean field its transition is at 304 K classically and 258 K with quantum motion, and the displacement at $T=0$ is 0.098 Å, or 17 μC/cm².

**Uncertain coupling.** In the one-component model, halving $J$ raises the critical depth to 0.0050 eV and doubling it lowers it to 0.0015 eV.

The two example depths stay on opposite sides of each of these estimates. The margin is not large in the worst combination: if the factors for three components, lattice modes and halved $J$ simply multiply, the threshold is about 0.017 eV. This happens to be the depth at which $D=\omega/2$, so for that combination the simple test lands near the threshold by coincidence.

## Beside real perovskites

The parameters are rough values for the regimes of SrTiO₃ and BaTiO₃. The former remains paraelectric on cooling; the latter is ferroelectric, with a transition near 400 K and a room-temperature polarisation of roughly 26 μC/cm². The two depths were chosen to fall on the corresponding sides, so this agreement is no prediction. The shallow well is much further from threshold than SrTiO₃. With the charge and cell above, its static permittivity at $T=0$ is about 280, against about $2\times10^4$ measured. It needs the mass multiplied by 2.94 to order, whereas SrTiO₃ becomes ferroelectric on ¹⁸O substitution, which raises this reduced mass by 6%. In the one-component model such behaviour needs a depth of 0.0027 to 0.0028 eV. For the deep well, 532 K is too high and the isotropic three-component value, 258 K, is too low. The assumption of a single component is broken in both crystals, and lifting it moves the critical depth from 0.0028 to 0.0079 eV in the isotropic case. Cubic anisotropy, strain relaxation and the directional dependence of dipolar forces are not sized here. The classical 105 K of the shallow well is a model result and has nothing to do with the structural transition of SrTiO₃ near that temperature, which involves rotations of the oxygen octahedra. At $b=160$ eV/Å⁴ and $M=24$ u, this model cannot decide the outcome for depths between about 0.0015 and 0.02 eV. The window is not a rule for materials, because it scales roughly as $b/M$. Doubling $b$ or halving $M$ moves it to about 0.003–0.03 eV, which includes the deep well, and halving $b$ or doubling $M$ moves it to about 0.0008–0.009 eV, which includes the shallow one. The quartic term, mass, coupling and anisotropy must first be known. The numerical output follows these notes.

## Table of computed values

```
mass 24 u; quartic b 160 eV/A^4; coupling J 5.0 eV/A^2
shallow: depth D 0.0010 eV; minimum u0 0.0707 A; curvature A 0.800 eV/A^2
shallow: omega 0.0167 eV; omega/2 0.0083 eV; D/omega 0.060; j 12.50
shallow: J*chi0 0.9103; mean displacement 0.0000 A
deep: depth D 0.0200 eV; minimum u0 0.1495 A; curvature A 3.578 eV/A^2
deep: omega 0.0353 eV; omega/2 0.0177 eV; D/omega 0.567; j 2.80
deep: J*chi0 1.6253; mean displacement 0.1268 A
effective charge 7 e; cell edge 4.0 A
deep: polarisation 22.2 uC/cm2; without zero-point motion 26.2 uC/cm2
zero-point <u^2> at threshold, Gaussian: 0.00295 A^2
sqrt(3<u^2>), to compare with u0: 0.0941 A
critical depth: Gaussian 0.00314 eV; mean field 0.00284 eV
omega/2 at the mean-field critical depth: 0.0108 eV
shallow: orders if mass is multiplied by 2.94
shallow: orders at fixed V if J exceeds 15.3 eV/A^2
tunnel splitting of an isolated well, in units of omega:
  D/omega 1: diagonalised 2.392e-02; formula 3.082e-02
  D/omega 2: diagonalised 1.895e-04; formula 2.104e-04
  D/omega 3: diagonalised 1.164e-06; formula 1.244e-06
threshold D/omega against j (strong-coupling formula in brackets):
  j 0.0001: 1.7623 (37.5000)
  j 0.01: 0.9634 (3.7500)
  j 0.1: 0.6016 (1.1859)
  j 1: 0.3009 (0.3750)
  j 3: 0.1952 (0.2165)
  j 10: 0.1141 (0.1186)
  j 100: 0.0373 (0.0375)
  weak-coupling formula at j 0.0001: 1.7615
shallow: transition, classical 105 K; quantum none
deep: transition, classical 559 K; quantum 532 K
critical depth, exact pair of cells: 0.00289 eV
lattice factor on <u^2>: 1.1154; on depth: 1.244
critical depth, three components: 0.00792 eV
critical depth, three components and lattice factor: 0.00985 eV
critical depth at J 2.5 eV/A^2: 0.00504 eV
critical depth at J 10.0 eV/A^2: 0.00151 eV
```
